\section*{Why nitrogen's vibrational-excitation cross section oscillates near 2 eV}

\section*{The question}

A slow electron that strikes a nitrogen molecule can leave it vibrating. Near 2 eV the cross section for this process rises and falls several times as the electron energy changes. The electron is then held briefly in the $\Pi_g$ state of N$_2^-$. Why should so short-lived an anion produce oscillations, and how must its decay compare with the motion of its nuclei?

\section*{The mechanism}

Capture changes the force between the nuclei. The anion prefers a longer bond than the molecule, so the nuclear wave packet, formed near the neutral bond length, moves outward, turns at the outer wall and comes back. It can emit the electron throughout this trip. A given final vibrational state therefore receives one amplitude from the first pass and another from the returning packet. The second carries an extra phase that grows with energy, and the sum oscillates. This is the boomerang picture.

The return time need not be close to the lifetime at the place of capture. The autodetachment width $\Gamma(R)$ falls as the bond stretches, so the packet spends much of its trip where decay is slow. What matters is the decay accumulated along the path. Since amplitudes interfere, half the accumulated decay of probability enters.

\section*{From the electron continuum to a complex potential}

Let $\chi_v$ and $E_v$ be the vibrational states and energies of the neutral molecule, $H_0$ its nuclear Hamiltonian and $V_0(R)$ its potential. Let $V_d(R)$ be the anion potential, $\mu$ the reduced mass and $K=-(\hbar^2/2\mu)d^2/dR^2$. Rotation and background scattering are omitted. An electron of energy $\varepsilon$ meets $v=0$, so $E=\varepsilon+E_0$.

Write $\xi(R)$ for the nuclear wave in the anion and $\eta_{\varepsilon'}(R)$ for that accompanying a free electron of energy $\varepsilon'$. With energy-normalized electron states and a real coupling $g(R)$,
\begin{align}
(E-K-V_d)\,\xi&=\int d\varepsilon'\,g\,\eta_{\varepsilon'},\\
(E-\varepsilon'-H_0)\,\eta_{\varepsilon'}&=g\,\xi .
\end{align}
The second equation is solved by the incident wave plus an outgoing wave:
\begin{equation}
\eta_{\varepsilon'}=\delta(\varepsilon'-\varepsilon)\chi_0+(E-\varepsilon'-H_0+i0)^{-1}g\,\xi .
\end{equation}
Insert this in the first equation. For each neutral state, the electron integral contains $1/(E-\varepsilon'-E_v+i0)$, whose imaginary part is $-\pi\delta(E-\varepsilon'-E_v)$. The local approximation evaluates $g$ at the electron energy $V_d-V_0$ of a vertical emission and uses $-i\pi$ for every $v$, even for closed channels. The real part is absorbed in $V_d$. Completeness, $\sum_v|\chi_v\rangle\langle\chi_v|=1$, then leaves $-i\pi g^2\xi$. With $\Gamma=2\pi g^2$,
\begin{equation}
(E-H)\xi=g\chi_0,\qquad H=K+V_d-\tfrac{i}{2}\Gamma .
\end{equation}
The amplitude for leaving the molecule in $v$ is
\begin{equation}
T_v=\langle\chi_v|g|\xi\rangle=\langle\chi_v|g(E-H)^{-1}g|\chi_0\rangle .
\end{equation}

The scattering matrix is $S_v=\delta_{v0}-2\pi iT_v$. Its normalization follows from flux balance. Because $g\chi_0=(E-H)\xi$,
\begin{equation}
T_0=\langle(E-H)\xi|\xi\rangle
=\langle\xi|E-K-V_d|\xi\rangle-\tfrac{i}{2}\langle\xi|\Gamma|\xi\rangle .
\end{equation}
The first term is real, so
\begin{equation}
-\operatorname{Im}T_0=\pi\langle\xi|g^2|\xi\rangle=\pi\sum_v|T_v|^2 .
\end{equation}
Hence $\sum_v|S_v|^2=1+4\pi\operatorname{Im}T_0+4\pi^2\sum_v|T_v|^2=1$.

One partial wave contributes $(\pi/k^2)|S_v-\delta_{v0}|^2=4\pi^3|T_v|^2/k^2$, where $k$ is the incident electron's wavenumber. The $\Pi_g$ state has two degenerate components. After averaging over molecular orientation their contributions add:
\begin{equation}
\sigma_v(\varepsilon)=\frac{8\pi^3}{k^2}|T_v|^2 .
\end{equation}
There is no further spin factor, because a singlet molecule and one electron form a doublet.

\section*{The returning packet}

All the packet's components decay, so the inverse operator can be written as a time integral:
\begin{equation}
T_v=-\frac{i}{\hbar}\int_0^\infty dt\,e^{iEt/\hbar}
\langle\chi_v|g\,e^{-iHt/\hbar}g|\chi_0\rangle .
\end{equation}
The overlap inside has a first burst and a weaker one when the packet returns. To separate them at fixed energy, choose a point $R_c$ between the walls of the anion well and define
\begin{equation}
q(R)=\frac{1}{\hbar}\sqrt{2\mu\left(E-V_d+i\Gamma/2\right)} .
\end{equation}
Let $\phi_+$ and $\phi_-$ be the solutions of $\phi''+q^2\phi=0$ that equal 1 at $R_c$ and have slopes $\pm iq_c-q_c'/(2q_c)$ there. They represent outward and inward motion. The equation has no first-derivative term, so the Wronskian is constant:
\begin{equation}
\phi_-\phi_+'-\phi_-'\phi_+=2iq_c .
\end{equation}

The solution that dies inside the inner wall is $u=\phi_-+r_L\phi_+$, and the one that dies beyond the outer wall is $w=\phi_++r_R\phi_-$. A function has zero Wronskian with itself, so two cross terms remain:
\begin{equation}
uw'-u'w=2iq_c(1-\rho),\qquad \rho=r_Lr_R .
\end{equation}
The Green function obeys $(\hbar^2/2\mu)(\partial_R^2+q^2)G=\delta(R-R')$. Its slope jumps by $2\mu/\hbar^2$ at $R'$, which gives
\begin{equation}
G=\frac{2\mu}{\hbar^2}\frac{u(R_<)\,w(R_>)}{2iq_c(1-\rho)},
\end{equation}
where $R_<$ and $R_>$ are the smaller and larger of $R,R'$.

Without a return from outside, $w$ is replaced by $\phi_+$ and $\rho$ by zero. For $R$ and $R'$ inside $R_c$, the difference between the two Green functions contains
\begin{equation}
\frac{w}{1-\rho}-\phi_+
=\frac{\phi_++r_R\phi_--\phi_++r_Lr_R\phi_+}{1-\rho}
=\frac{r_Ru}{1-\rho}.
\end{equation}
Let $D_v$ be the no-return amplitude and $F_v=\int\chi_v g u\,dR$. If the tails of $g\chi_v$ beyond $R_c$ are neglected,
\begin{equation}
T_v=D_v+\frac{2\mu}{\hbar^2}\frac{r_RF_vF_0}{2iq_c(1-\rho)}\equiv D_v(1+B_v).
\label{eq:return}
\end{equation}
The neglect becomes worse as $v$ grows. In the example below, with $R_c=0.119$ nm, about 6\% of the norm of $\chi_1$ lies beyond $R_c$, but 39\% of that of $\chi_3$ (1.5\% and 8\% for $g\chi_1$ and $g\chi_3$, since $g$ falls outward); for the higher channels the formula is only a qualitative guide. The expansion $1/(1-\rho)=1+\rho+\rho^2+\cdots$ counts the first, second and later returns. The cross section is proportional to
\begin{equation}
|T_v|^2=|D_v|^2\left(1+|B_v|^2+2|B_v|\cos\arg B_v\right).
\end{equation}
When $|B_v|$ is small, the last term makes the oscillation. When decay is slow, $|B_v|^2$ also peaks, near those anion levels that couple appreciably to the channel.

\section*{Phase, survival and line width}

Away from the turning points, the leading semiclassical wave is $\phi_\pm\simeq\sqrt{q_c/q}\,\exp(\pm i\int_{R_c}^{R}q\,dR)$. At the outer turning point $b$, the Airy connection selects $q^{-1/2}\cos(\int_R^bq\,dR-\pi/4)$. Put $\theta_b=\int_{R_c}^bq\,dR$. The coefficient of $\phi_+$ is proportional to $e^{-i(\theta_b-\pi/4)}$ and that of $\phi_-$ to $e^{i(\theta_b-\pi/4)}$. Their ratio is $r_R=e^{2i\theta_b-i\pi/2}$. The inner wall gives the same form, and the product is
\begin{equation}
\rho\simeq-\exp\left(i\oint q\,dR\right).
\end{equation}
For $\Gamma$ small compared with the kinetic energy, expand the square root. With $p=\mu\dot R$ the classical momentum,
\begin{equation}
q\simeq\frac{p}{\hbar}+\frac{i\Gamma}{2\hbar\dot R},\qquad
\rho\simeq-\exp\left(\frac{i}{\hbar}\oint p\,dR-\frac{1}{2\hbar}\oint\Gamma\,dt\right).
\label{eq:rho}
\end{equation}
The loss of amplitude in one complete round trip is thus set by $\oint\Gamma dt/(2\hbar)$, not by the ratio of the period to $\hbar/\Gamma$ at capture. If this exponent is much larger than one, returns after the first are negligible; if it is of order one, the first few returns matter; if it is much smaller, many returns add up to sharp levels. The first return enters $T_v$ through $r_RF_vF_0/D_v$ rather than through $\rho$ alone, so it can remain visible even when $|\rho|$ is very small.

Since $\partial(\oint p\,dR)/\partial E=\tau$, the classical period, the phase of $\rho$ advances by $2\pi$ over an energy interval
\begin{equation}
\Delta E\simeq 2\pi\hbar/\tau .
\end{equation}
The complex levels follow from $\rho=1$. The real part requires $\oint p\,dR=2\pi\hbar(n+\tfrac12)$. Put $E=E_n-i\Gamma_n/2$ and expand the action to first order; the imaginary part gives
\begin{equation}
-\frac{\Gamma_n\tau}{2\hbar}+\frac{1}{2\hbar}\oint\Gamma dt=0,
\qquad \Gamma_n=\frac{1}{\tau}\oint\Gamma dt .
\end{equation}
A level's width is the time average of the local width.

In the long-lived limit $|\rho|$ approaches one. The denominator $1-\rho$ then dominates near each level, and it does not depend on $v$: maxima settle near the anion levels in every channel where the level is appreciably excited. With stronger decay the factor $F_vF_0/D_v$ also matters. Its phase differs from channel to channel, and the maxima move.

\section*{A nitrogen-like example}

Both potentials are Morse curves,
\begin{equation}
V=V_{\min}+D\left[1-e^{-a(R-R_m)}\right]^2,\qquad a=\omega\sqrt{\mu/(2D)} .
\end{equation}
The parameters are rough typical values for nitrogen. The neutral has $R_m=0.110$ nm, $\hbar\omega=0.29$ eV, $D=9.9$ eV and $V_{\min}=0$. The anion has $0.119$ nm, $0.24$ eV, $8.0$ eV and $V_{\min}=1.9$ eV. The atomic mass is 14.003 u.

The width is 0.35 eV at the neutral bond length. Elsewhere it scales with the d-wave penetrability $x^5/(9+3x^2+x^4)$, where $x$ is 0.12 nm times the wavenumber of an electron with energy $V_d-V_0$; it vanishes if that energy is negative. This gives 0.115 eV at 0.119 nm and 0.018 eV at 0.130 nm.

The nuclear equation was solved by finite differences, and the packet was propagated in the 60 lowest anion vibrational states. At $\varepsilon=2.3$ eV the classical period is 17.9 fs. The packet's overlap with its starting form has its return maximum at 17.5 fs. The local lifetime at capture is $\hbar/(0.35\ \mathrm{eV})=1.88$ fs, so the return takes about nine such lifetimes.

The orbit integral is nevertheless $\oint\Gamma dt/\hbar=3.53$. Equation~\eqref{eq:rho} gives
\begin{equation}
|\rho|\simeq e^{-3.53/2}=0.171 .
\end{equation}
The wave equation, divided at $R_c=0.119$ nm, also gives 0.171. Agreement to three digits is partly accidental: near the inner wall the width exceeds the kinetic energy, the split into outward and inward waves is approximate, and moving $R_c$ by a few thousandths of a nanometre changes the wave value by several per cent. If the width stayed at 0.35 eV throughout, the exponent would be $17.85/(2\times1.88)=4.75$ and $|\rho|$ about 0.009. The fall of $\Gamma(R)$ thus raises the round-trip amplitude about twentyfold. The packet retains 3.9\% of its norm at its return, a small probability but a useful amplitude.

The expected energy period is $2\pi(0.658\ \mathrm{eV\,fs})/(17.85\ \mathrm{fs})=0.23$ eV. The complex anion levels, expressed as electron energies, lie at 1.88, 2.12, 2.35, 2.58 and 2.80 eV, with widths from 0.12 to 0.14 eV.

For final states 1, 2 and 3, the maxima between 1.75 and 3.10 eV are as follows. Ripples with a prominence below 3\% of the curve's highest value are not counted.
\begin{center}
\begin{tabular}{cl}
$v$ & maxima (eV)\\
1 & 1.88, 2.15, 2.53, 2.79, 3.03\\
2 & 1.89, 2.34, 2.61, 2.95\\
3 & 2.11, 2.51, 2.80, 3.06
\end{tabular}
\end{center}
The spacing is not uniform. In $v=1$ no counted maximum lies near the level at 2.35 eV. Equation~\eqref{eq:return} permits such a slip through the phase of $F_1F_0/D_1$; assigning this particular gap to it is a conjecture, since that phase was not evaluated separately.

For $v=1$ to 4, the largest distance of a maximum from the nearest level is 0.074 eV. With $\Gamma$ reduced tenfold everywhere, and $g$ reduced accordingly, it is about 0.001 eV. This is the approach to the long-lived limit.

\section*{Removing the return}

The cause can be isolated by changing what the packet meets after it has passed 0.119 nm. Replace the outer wall by a smooth 1 eV descent followed by an absorber, and hold the inner potential, $\Gamma(R)$ within the well and $g(R)$ fixed. The $v=1$ curve then has one counted maximum, at 2.27 eV, with height $2.6\times10^{-20}$ m$^2$. With the wall present there are five, the highest reaching $5.7\times10^{-20}$ m$^2$. The outer wall is responsible for the oscillation in this model.

The rms change in the $v=1$ amplitude caused by the wall, relative to the rms amplitude without it, is 0.49 over the same energy window. This exceeds $|\rho|$ because the two measure different things. A path from launch to the outer wall and back to the point of emission need not include the last section to the inner wall, where $\Gamma$ is largest. The return is also compared with $D_1$, which may itself be small. The calculation does not separate these two influences.

Tripling $\Gamma$ everywhere, with the corresponding change in $g$, lowers the rms share to 0.12. Five maxima nevertheless remain, while the curve without the wall again has one. Fast decay therefore weakens the return before it removes every visible ripple; counting maxima does not measure the return's strength.

\section*{What this means for a nitrogen plasma}

For electrons with a Maxwell distribution at temperature $T_e$ in energy units and mass $m_e$, the rate coefficient is
\begin{equation}
k_v=\sqrt{\frac{8}{\pi m_e}}\,T_e^{-3/2}\int\sigma_v(\varepsilon)\,\varepsilon e^{-\varepsilon/T_e}d\varepsilon .
\end{equation}
At $T_e=1$ eV, the interval from 1.5 to 4 eV contributes $5.4\times10^{-9}$ cm$^3$/s to $v=1$ excitation, against $4.3\times10^{-9}$ cm$^3$/s without the outer wall. The return raises this contribution by 26\%. Averaging over many oscillations would remove the cosine term but leave $1+|B_1|^2$. The rms share then suggests $1+0.49^2=1.24$. This is only a rough guide to the calculated ratio, because few oscillations fit in the interval and the two averages use different energy weights. Both rates assume a Maxwell distribution. In a weakly ionized nitrogen discharge, vibrational excitation itself can deplete the electrons above about 2 eV, and the actual energy distribution must then be used.

In real nitrogen the structure also lies around 2 to 3 eV, with spacings of a few tenths of an eV and $v=1$ cross sections of a few $10^{-20}$ m$^2$, all rough figures. The model has their scale but is not a fit, and its peak heights should not replace evaluated collision data. The width is only a rough value, and the strength of the return depends strongly on it: with 0.41 or 0.54 eV in place of 0.35 eV at the neutral bond length, the gain in the rate falls from 26\% to about 20\% or 11\%.

Some omissions can be sized. If the entrance and exit couplings use the actual electron energies, with $H$ held fixed, the $v=1$ maxima move by no more than one step of the 0.0025 eV energy grid, and their heights change by up to about 2\%. If the decay term in $H$ is also made nonlocal, with open channels only and each at its own electron energy, the $v=1$ maxima move by up to 0.007 eV and their heights by up to 7\%, while the $v=1$ rate changes by less than 1\%. Closed channels take a fraction $7\times10^{-6}$ of the emitted flux at 2.3 eV. At 300 K, the mean rotational energy $k_BT$ falls on stretching at fixed angular momentum. This shifts the resonance by $k_BT[(0.110/0.119)^2-1]=-3.8$ meV. The captured electron also changes the angular momentum, which spreads the resonance energies by several meV more, still little beside the level widths.

Vibrational heating is the larger concern. At 300 K about $2\times10^{-5}$ of the molecules are excited, but at a vibrational temperature of 3000 K the fraction is 33\%. Then the contribution from $v=0$ falls to about two thirds of its cold-gas value, and collisions starting from excited molecules must be added with their own cross sections. The local width also becomes doubtful when the outgoing electron is close to threshold, because its emission then depends strongly on its actual energy.
